# Curvature-Dependent Oxidation of Cylinders Before Viscous Stress Is Included: a program that tests the result

```python
"""
Stress-free oxidation of a cylinder: result under test
  v = (k eps/gamma) / [1 + (k/h)(a/b) + (k a/D)|ln(b/a)|]
  dx/dt = v [1 + (gamma-1) a/b],   b^2 = gamma a0^2 - (gamma-1) a^2
and the exact time law obtained by integrating v.
a: crystal/oxide radius; b: gas/oxide radius; a0: bare starting radius;
x=|b-a|: oxide thickness; v=|da/dt|: interface speed;
D: diffusivity; k: reaction constant; h: surface transfer constant;
eps=C*/N: equilibrium oxidant concentration / oxidant bound per oxide volume;
gamma: oxide volume / consumed crystal volume.
shape=+1 convex, -1 concave, 0 planar. Signed curvature y=shape*x/a.
s=k*x/D and eta=k/h. Lengths in micrometres, times in hours.
"""
from collections import namedtuple
import numpy as np
from scipy.integrate import solve_bvp, solve_ivp, quad
from scipy.optimize import brentq

Model = namedtuple("Model", "D k h eps gamma")
model = Model(D=250.0, k=2500.0, h=250000.0, eps=1e-3, gamma=2.25)
names = {1: "convex", 0: "planar", -1: "concave"}


def speed(shape, a, x, p):
    if shape == 0:
        resistance = 1 + p.k / p.h + p.k * x / p.D
    else:
        b = a + shape * x
        resistance = (1 + p.k / p.h * a / b
                      + p.k * a / p.D * abs(np.log(b / a)))
    return p.k * p.eps / p.gamma / resistance


def thickness_rate(shape, a, x, p):
    ratio = 1.0 if shape == 0 else a / (a + shape * x)
    return speed(shape, a, x, p) * (1 + (p.gamma - 1) * ratio)


def outer_radius(a, a0, p):
    return np.sqrt(p.gamma * a0**2 - (p.gamma - 1) * a**2)


def law_time(shape, depth, a0, p):
    if shape == 0:
        total = (1 + p.k / p.h) * depth + p.gamma * p.k * depth**2 / (2 * p.D)
    else:
        a = a0 - shape * depth
        b = outer_radius(a, a0, p)
        total = (depth + p.k / p.h * abs(b - a0) / (p.gamma - 1)
                 + p.k / (2 * p.D) * (b**2 * np.log(b / a0) / (p.gamma - 1)
                                      + a**2 * np.log(a / a0)))
    return total * p.gamma / (p.k * p.eps)


def numeric_speed(y, x, p):
    """Solve the radial diffusion boundary-value problem numerically."""
    def equation(q, f):
        return np.vstack([f[1], -y * f[1] / (1 + y * q)])

    def boundary(left, right):
        return np.array([p.D * left[1] / (p.k * x) - left[0],
                         p.D * right[1] / (p.h * x) - (1 - right[0])])
    mesh = np.linspace(0, 1, 15)
    guess = np.vstack([0.5 + 0.3 * mesh, 0.3 * np.ones_like(mesh)])
    answer = solve_bvp(equation, boundary, mesh, guess, tol=1e-9,
                       max_nodes=5000)
    assert answer.success
    return p.k * p.eps * answer.sol(0.0)[0] / p.gamma


def numeric_thickness_rate(y, x, p):
    """Thickness change found by displacing a and balancing areas."""
    v = numeric_speed(y, x, p)
    if y == 0:
        return v * p.gamma
    shape = np.sign(y)
    a = x / abs(y)
    b = a + shape * x
    step = 1e-4 * x

    def displaced(amount):
        new_a = a - shape * amount
        new_b = np.sqrt(new_a**2 + b**2 - a**2 + p.gamma * (a**2 - new_a**2))
        return abs(new_b - new_a)
    return v * (displaced(step) - displaced(-step)) / (2 * step)


def full_problem(shape, p, a0, depth0, duration, n=40):
    """Moving-boundary diffusion with storage and oxide flow retained."""
    a1 = a0 - shape * depth0
    b1 = outer_radius(a1, a0, p)
    xi = np.linspace(0, 1, n + 1)
    faces = a1 + (b1 - a1) * xi
    centres = (faces[1:] + faces[:-1]) / 2
    c_start = speed(shape, a1, abs(b1 - a1), p) * p.gamma / (p.k * p.eps)
    profile = c_start * (1 + p.k * a1 / p.D * abs(np.log(centres / a1)))
    content = profile * (faces[1:]**2 - faces[:-1]**2) / 2

    def derivative(t, state):
        a, b = state[n:]
        r = a + (b - a) * xi
        c = state[:n] / ((r[1:]**2 - r[:-1]**2) / 2)
        g = 2 * p.D * n / abs(b - a)
        # interface value: diffusion supplies reaction plus oxide carry-off
        ca = 2 * g * c[0] / (p.k + g + np.sqrt(
            (p.k + g)**2 + 4 * p.k * p.eps * g * c[0]))
        cb = (p.h + g * c[-1]) / (p.h + g)
        v = p.eps * p.k * ca / p.gamma
        a_dot = -shape * v
        b_dot = shape * (p.gamma - 1) * v * a / b
        relative = b * b_dot / r - (a_dot + (b_dot - a_dot) * xi)
        flux = np.empty(n + 1)
        flux[0] = shape * a * p.k * ca
        flux[-1] = shape * b * p.h * (1 - cb)
        flux[1:-1] = r[1:-1] * (p.D * np.diff(c) * n / (b - a)
                                - relative[1:-1] * (c[1:] + c[:-1]) / 2)
        return np.concatenate([np.diff(flux), [a_dot, b_dot]])
    run = solve_ivp(derivative, (0, duration),
                    np.concatenate([content, [a1, b1]]),
                    method="BDF", rtol=1e-8, atol=1e-12)
    assert run.success
    return run.y[n, -1], run.y[n + 1, -1]


a_ref, x_ref, a0, t_ref = 0.5, 0.1, 0.5, 0.1
gam = model.gamma

# Speed and thickness rate against the boundary-value solution
for shape in (1, 0, -1):
    y = shape * x_ref / a_ref
    assert np.isclose(numeric_speed(y, x_ref, model),
                      speed(shape, a_ref, x_ref, model), rtol=1e-7)
    assert np.isclose(numeric_thickness_rate(y, x_ref, model),
                      thickness_rate(shape, a_ref, x_ref, model), rtol=1e-6)


# First-order curvature coefficients
def measured_coefficient(rate, x, p, y=5e-3):
    return (rate(y, x, p) - rate(-y, x, p)) / (2 * y * rate(0.0, x, p))


s_ref, eta_ref = model.k * x_ref / model.D, model.k / model.h
coef_speed = (s_ref / 2 + eta_ref) / (1 + s_ref + eta_ref)
coef_thick = coef_speed - (gam - 1) / gam
assert abs(measured_coefficient(numeric_speed, x_ref, model)
           - coef_speed) < 2e-4
assert abs(measured_coefficient(numeric_thickness_rate, x_ref, model)
           - coef_thick) < 2e-4

# Sign change of the thickness coefficient with surface transfer and gamma
eta_critical = gam - 1 + s_ref * (gam / 2 - 1)
for factor, sign in ((0.9, -1), (1.1, 1)):
    p = model._replace(h=model.k / (factor * eta_critical))
    assert sign * measured_coefficient(numeric_thickness_rate, x_ref, p) > 0
low_gamma = model._replace(gamma=1.5, h=1e12)
assert measured_coefficient(numeric_thickness_rate, 0.4, low_gamma) > 0


# Finite-curvature reversal for fast surface transfer
def G(y):
    return (gam + y) / (gam * (1 + y))


def L(y):
    return np.log1p(y) / y


y_star = brentq(lambda y: G(y) - L(y), 0.05, 2)
s_critical = (1 - G(1.0)) / (G(1.0) - L(1.0))


def numeric_ratio(y, s):
    p = model._replace(k=s * model.D / x_ref, h=1e14)
    return (numeric_thickness_rate(y, x_ref, p)
            / numeric_thickness_rate(0.0, x_ref, p))


assert numeric_ratio(0.9 * y_star, 1e4) < 1
assert numeric_ratio(0.9 * y_star, 1.0) < 1
assert numeric_ratio(1.1 * y_star, 1e4) > 1
assert numeric_ratio(1.0, 0.9 * s_critical) < 1
assert numeric_ratio(1.0, 1.1 * s_critical) > 1

# Ordering inequalities on random parameter sets
rng = np.random.default_rng(4)
for _ in range(2000):
    p = Model(1.0, 10**rng.uniform(-2, 3), 10**rng.uniform(-2, 4),
              1e-3, rng.uniform(1.05, 3.5))
    radius = 1.0
    fill_depth = np.sqrt(p.gamma / (p.gamma - 1)) - 1
    depth = rng.uniform(0.02, 0.95) * min(1.0, fill_depth)
    v = {0: speed(0, 1.0, p.gamma * depth, p)}
    for shape in (1, -1):
        a = radius - shape * depth
        v[shape] = speed(shape, a, abs(outer_radius(a, radius, p) - a), p)
    assert v[1] > v[0] > v[-1]
    x = rng.uniform(0.02, 0.98)
    assert speed(1, 1.0, x, p) > speed(0, 1.0, x, p) > speed(-1, 1.0, x, p)
    fast = p._replace(h=1e14, gamma=rng.uniform(2, 3.5))
    assert thickness_rate(-1, 1.0, x, fast) > thickness_rate(0, 1.0, x, fast)

# Time law against quadrature of boundary-value speeds
nodes, weights = np.polynomial.legendre.leggauss(8)
for shape in (1, 0, -1):
    end = 0.06
    total = 0.0
    for node, weight in zip(nodes, weights):
        depth = end * (node + 1) / 2
        a = a0 - shape * depth
        x = gam * depth if shape == 0 else abs(outer_radius(a, a0, model) - a)
        total += weight * end / 2 / numeric_speed(shape * x / a, x, model)
    assert np.isclose(total, law_time(shape, depth=end, a0=a0, p=model),
                      rtol=1e-6)
for shape in (1, -1):
    assert np.isclose(law_time(shape, 0.06, 1000.0, model),
                      law_time(0, 0.06, 1000.0, model), rtol=2e-4)

# Core consumption and hole closure
prefactor = gam / (model.k * model.eps)
t_core = prefactor * (a0 + eta_ref * a0 * (np.sqrt(gam) - 1) / (gam - 1)
                      + model.k * a0**2 * gam * np.log(gam)
                      / (4 * model.D * (gam - 1)))
a_close = a0 * np.sqrt(gam / (gam - 1))
t_close = prefactor * (a_close - a0 + eta_ref * a0 / (gam - 1)
                       + model.k * a_close**2 * np.log(a_close / a0)
                       / (2 * model.D))
core_integral = quad(lambda a: 1 / speed(
    1, a, outer_radius(a, a0, model) - a, model), 0, a0)[0]


def closure_integrand(b):
    a = np.sqrt((gam * a0**2 - b**2) / (gam - 1))
    return b / ((gam - 1) * a) / speed(-1, a, a - b, model)


close_integral = quad(closure_integrand, 0, a0)[0]
assert np.isclose(core_integral, t_core, rtol=1e-6)
assert np.isclose(close_integral, t_close, rtol=1e-6)

# Quasi-steady reduction against the full moving-boundary problem
delay = {}
for shape in (1, -1):
    for eps in (1e-2, 1e-3):
        p = model._replace(eps=eps)
        duration = 0.08 * 1e-3 / eps
        a_end, b_end = full_problem(shape, p, a0, 0.01, duration)
        assert np.isclose(b_end, outer_radius(a_end, a0, p), rtol=1e-6)
        elapsed = (law_time(shape, abs(a0 - a_end), a0, p)
                   - law_time(shape, 0.01, a0, p))
        delay[shape, eps] = 1 - elapsed / duration
        assert 0 < delay[shape, eps] < eps
    assert 8 < delay[shape, 1e-2] / delay[shape, 1e-3] < 12

# Equal-time comparison
depths, thicknesses = {}, {}
for shape in (1, 0, -1):
    limit = {1: a0, 0: a0, -1: a_close - a0}[shape] * (1 - 1e-8)
    depths[shape] = brentq(
        lambda z: law_time(shape, z, a0, model) - t_ref, 1e-8, limit)
    a = a0 - shape * depths[shape]
    thicknesses[shape] = (gam * depths[shape] if shape == 0
                          else abs(outer_radius(a, a0, model) - a))
assert depths[1] > depths[0] > depths[-1]
assert thicknesses[1] < thicknesses[0] < thicknesses[-1]

print(f"diffusivity D = {model.D:.0f} um^2/h")
print(f"reaction constant k = {model.k:.0f} um/h")
print(f"surface transfer constant h = {model.h:.0f} um/h")
print(f"C*/N = {model.eps:.4f} (no unit)")
print(f"volume ratio gamma = {gam:.2f} (no unit)")
print(f"length D/k = {model.D / model.k:.3f} um")
print(f"bare-surface speed scale k C*/(gamma N) = {1 / prefactor:.5f} um/h")
print(f"planar parabolic constant 2DC*/N = {2*model.D*model.eps:.4f} um^2/h")
print(f"planar linear constant = {model.k*model.eps/(1+eta_ref):.5f} um/h")
print(f"equal-thickness case: a = {a_ref:.2f} um, x = {x_ref:.2f} um")
print(f"s = {s_ref:.3f}, eta = {eta_ref:.3f} (no unit)")
for shape in (1, 0, -1):
    v = speed(shape, a_ref, x_ref, model)
    rate = thickness_rate(shape, a_ref, x_ref, model)
    print(f"{names[shape]}: C(a)/C* = {v * prefactor:.5f} (no unit)")
    print(f"{names[shape]}: interface speed = {v:.5f} um/h")
    print(f"{names[shape]}: thickness rate = {rate:.5f} um/h")
print(f"first-order speed coefficient = {coef_speed:.5f} (no unit)")
print(f"first-order thickness coefficient = {coef_thick:.5f} (no unit)")
print(f"critical eta at this s = {eta_critical:.4f} (no unit)")
print(f"convex reversal curvature y* = {y_star:.5f} (no unit)")
print(f"critical s at y=1, eta=0: {s_critical:.4f} (no unit)")
print(f"equal-time case: a0 = {a0:.2f} um, t = {t_ref:.2f} h")
for shape in (1, 0, -1):
    print(f"{names[shape]}: consumed depth = {depths[shape]:.5f} um")
    print(f"{names[shape]}: oxide thickness = {thicknesses[shape]:.5f} um")
print(f"convex core consumption time = {t_core:.4f} h")
print(f"planar time for depth a0 = {law_time(0, a0, a0, model):.4f} h")
print(f"concave hole closure time = {t_close:.4f} h")
print(f"interface radius at hole closure = {a_close:.5f} um")
for shape in (1, -1):
    for eps in (1e-2, 1e-3):
        print(f"{names[shape]}: quasi-steady time error at C*/N={eps:.3f}: "
              f"{100 * delay[shape, eps]:.4f} percent")
print("success")
```

Output:

```
diffusivity D = 250 um^2/h
reaction constant k = 2500 um/h
surface transfer constant h = 250000 um/h
C*/N = 0.0010 (no unit)
volume ratio gamma = 2.25 (no unit)
length D/k = 0.100 um
bare-surface speed scale k C*/(gamma N) = 1.11111 um/h
planar parabolic constant 2DC*/N = 0.5000 um^2/h
planar linear constant = 2.47525 um/h
equal-thickness case: a = 0.50 um, x = 0.10 um
s = 1.000, eta = 0.010 (no unit)
convex: C(a)/C* = 0.52085 (no unit)
convex: interface speed = 0.57872 um/h
convex: thickness rate = 1.18156 um/h
planar: C(a)/C* = 0.49751 (no unit)
planar: interface speed = 0.55279 um/h
planar: thickness rate = 1.24378 um/h
concave: C(a)/C* = 0.46988 (no unit)
concave: interface speed = 0.52209 um/h
concave: thickness rate = 1.33784 um/h
first-order speed coefficient = 0.25373 (no unit)
first-order thickness coefficient = -0.30182 (no unit)
critical eta at this s = 1.3750 (no unit)
convex reversal curvature y* = 0.39735 (no unit)
critical s at y=1, eta=0: 9.5538 (no unit)
equal-time case: a0 = 0.50 um, t = 0.10 h
convex: consumed depth = 0.06696 um
convex: oxide thickness = 0.13975 um
planar: consumed depth = 0.06416 um
planar: oxide thickness = 0.14436 um
concave: consumed depth = 0.06118 um
concave: oxide thickness = 0.15026 um
convex core consumption time = 1.2729 h
planar time for depth a0 = 2.9857 h
concave hole closure time = 0.7525 h
interface radius at hole closure = 0.67082 um
convex: quasi-steady time error at C*/N=0.010: 0.2719 percent
convex: quasi-steady time error at C*/N=0.001: 0.0274 percent
concave: quasi-steady time error at C*/N=0.010: 0.2584 percent
concave: quasi-steady time error at C*/N=0.001: 0.0261 percent
success
```
